# Partial-wave truncation error, extrapolation and noise in helium-like second-order energies, part 1

(Sections cited here and not found follow in the second part.)

## I. The error of a truncated partial-wave expansion

An atomic correlation calculation built from products of nucleus-centred orbitals stops at some highest orbital angular momentum $L$. Without a law for the omitted part, the simplest sign of convergence is the size of the last term kept, and at large $l$ that sign understates the omitted part. In the second-order energy of a helium-like ion, the wave $l=5$ contributes $-5.03$ meV, yet the waves beyond it add up to $-7.14$ meV. The wave $l=10$ contributes $-0.39$ meV, about a quarter of the $-1.58$ meV carried by all waves with $l\ge 10$. Extrapolating by a guessed rule has its own faults. For the two sums truncated at $L=4$ and $L=5$, the right power of the truncation index with the index shifted by one unit leaves an error of $1.86$ meV where the correct index leaves $0.23$ meV. For the same pair, even the correct rule turns independent errors of $1$ meV in its two inputs into $2.7$ meV in the output.

### Setting and conventions

Atomic units are used in the algebra. The system is a two-electron ion of nuclear charge $Z$ in its singlet ground state, non-relativistic, with a fixed point nucleus. Measuring lengths in units of bohr$/Z$ multiplies the kinetic energy and the nuclear attraction by $Z^2$ and the repulsion by $Z$, so the Hamiltonian is $Z^2(H_0+V/Z)$ with

$$H_0=-\tfrac12\nabla^2-\frac1{r_1}-\frac1{r_2},\qquad V=\frac1u,\qquad u=|\mathbf r_1-\mathbf r_2|,$$

where $\nabla=(\nabla_1,\nabla_2)$ is the six-dimensional gradient. The ground state of $H_0$ is $\psi_0=e^{-r_1-r_2}/\pi$ with $E_0=-1$. Expanding the eigenvalue equation in powers of $1/Z$ gives at first order $(H_0-E_0)\psi_1=-(V-E_1)\psi_0$. Projecting the first- and second-order equations on $\psi_0$, which $H_0-E_0$ annihilates, gives $E_1=\langle\psi_0|V|\psi_0\rangle$ and $E_2=\langle\psi_0|V-E_1|\psi_1\rangle$. The total energy is $Z^2E_0+ZE_1+E_2+O(1/Z)$, so $E_2$ in hartree is the same for every $Z$.

The brackets $\langle f\rangle=\int\psi_0^2f\,d^3r_1d^3r_2$ denote the average over $\psi_0^2$. All functions are assumed to have finite $\langle f^2\rangle$ and $\langle|\nabla f|^2\rangle$, so that integration by parts leaves no surface term. The variables are $\mu=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$, $a=\max(r_1,r_2)$, $t=\min(r_1,r_2)/a$ and $\sigma_r=r_1+r_2=a(1+t)$. A rotationally invariant function has the partial-wave expansion $f=\sum_l f_l(r_1,r_2)P_l(\mu)$. By the addition theorem for spherical harmonics, the term $f_lP_l$ is what pairs of orbitals of angular momentum $l$ coupled to zero total angular momentum can describe. The Legendre polynomials enter through four standard properties: the generating function $(1-2t\mu+t^2)^{-1/2}=\sum_lt^lP_l(\mu)$, the recurrence $(2k+1)\mu P_k=(k+1)P_{k+1}+kP_{k-1}$, the orthogonality $\tfrac12\int_{-1}^1P_lP_m\,d\mu=\delta_{lm}/(2l+1)$, and the equation $[(1-\mu^2)P_l']'=-l(l+1)P_l$.

### Theorem

Let $\Delta E_l$ be the contribution of the wave $l$ to $E_2$, each wave being radially complete, and let $\lambda=l+\tfrac12$. Let $E_X=\sum_{l=0}^{X-1}\Delta E_l$, so that $X=L+1$, and $E_\infty=E_2$.

(a) For large $l$,
$$\Delta E_l=-\frac{45}{256}\,\lambda^{-4}\Big(1-\frac{c}{\lambda^2}\Big)+O(\lambda^{-8}),\qquad c=\frac54 .$$

(b) For large $X$,
$$E_X-E_\infty=AX^{-3}+BX^{-5}+O(X^{-7}),\qquad A=\frac{15}{256},\qquad B=-\frac{45}{256}\Big(\frac16+\frac c5\Big).$$

(c) For $Y<X$, the value $E_{\rm ext}=(X^3E_X-Y^3E_Y)/(X^3-Y^3)$ satisfies
$$E_{\rm ext}-E_\infty=B\,\frac{X^{-2}-Y^{-2}}{X^3-Y^3}+O(Y^{-7}).$$

(d) Let the inputs carry errors $\delta_X,\delta_Y$ and let $W=(X^3+Y^3)/(X^3-Y^3)$. If $|\delta_X|,|\delta_Y|\le\epsilon$, the error of $E_{\rm ext}$ is at most $W\epsilon$, and this bound is reached. If the errors are random with zero mean, equal standard deviation $\sigma$ and correlation coefficient $\rho$, the standard deviation of $E_{\rm ext}$ is $G\sigma$ with $G^2=1+\tfrac12(1-\rho)(W^2-1)$.

### Lemma 1 (variational form)

Write $\psi_1=\psi_0g$, which is possible because $\psi_0$ has no nodes, and let $\mathcal B(f,g)=\tfrac12\langle\nabla f\cdot\nabla g\rangle$. Then $\mathcal B(g,f)=-\langle(V-E_1)f\rangle$ for all $f$, and $E_2$ is the minimum of $J[f]=\mathcal B(f,f)+2\langle(V-E_1)f\rangle$.

*Proof.* The product rule gives $\nabla^2(\psi_0g)=g\nabla^2\psi_0+2\nabla\psi_0\cdot\nabla g+\psi_0\nabla^2g$. The first term combines with the potential and $E_0$ into $g(H_0-E_0)\psi_0=0$, which leaves
$$(H_0-E_0)\psi_0g=\psi_0Kg,\qquad Kg=-\tfrac12\nabla^2g-\nabla\ln\psi_0\cdot\nabla g .$$
Differentiating the product shows $\psi_0^2Kg=-\tfrac12\nabla\cdot(\psi_0^2\nabla g)$, and integration by parts gives $\langle fKg\rangle=\mathcal B(f,g)$. The first-order equation reads $Kg=-(V-E_1)$, and averaging it against $f$ gives the first claim. For $f=g+\delta$ the terms of $J$ linear in $\delta$ are $2\mathcal B(g,\delta)+2\langle(V-E_1)\delta\rangle=0$, so $J[g+\delta]=J[g]+\mathcal B(\delta,\delta)\ge J[g]$. Choosing $f=g$ in the first claim gives $\mathcal B(g,g)=-E_2$, hence $J[g]=-E_2+2E_2=E_2$. $\square$

### Lemma 2 (the waves decouple)

With $\langle f,g\rangle_l=\langle f_lg_l\rangle/(2l+1)$, one has $\langle fg\rangle=\sum_l\langle f,g\rangle_l$ and $\mathcal B=\sum_l\mathcal B_l$, where
$$\mathcal B_l(f,g)=\frac{1}{2(2l+1)}\Big\langle\partial_1f_l\,\partial_1g_l+\partial_2f_l\,\partial_2g_l+l(l+1)\Big(\frac1{r_1^2}+\frac1{r_2^2}\Big)f_lg_l\Big\rangle .$$

*Proof.* Since $\psi_0^2$ does not depend on angles, the angular part of the average is $\tfrac12\int d\mu$, and orthogonality gives the first statement. The chain rule gives $\nabla_1f=\hat{\mathbf r}_1\partial_1f+\partial_\mu f\,(\hat{\mathbf r}_2-\mu\hat{\mathbf r}_1)/r_1$. The vector $\hat{\mathbf r}_2-\mu\hat{\mathbf r}_1$ is perpendicular to $\hat{\mathbf r}_1$ and has squared length $1-\mu^2$, so $\nabla_1f\cdot\nabla_1g=\partial_1f\,\partial_1g+(1-\mu^2)\partial_\mu f\,\partial_\mu g/r_1^2$, and likewise for electron 2. Integration by parts and Legendre's equation give $\tfrac12\int(1-\mu^2)P_l'P_m'\,d\mu=l(l+1)\delta_{lm}/(2l+1)$. $\square$

The functional $J$ is therefore a sum of independent pieces, and $E_2=\sum_l\Delta E_l$ with $\Delta E_l=\langle V,g\rangle_l$ for $l\ge1$, because the constant $E_1$ has only an $l=0$ component. Each $\Delta E_l$ equals $-\mathcal B_l(g,g)$ and is negative, so $E_X$ falls monotonically towards $E_2$, and $E_X$ is the minimum of $J$ over functions with $l<X$.

For functions of the radii that are symmetric in the two electrons, the weight is $2\cdot4r_1^2e^{-2r_1}\cdot4r_2^2e^{-2r_2}$ on the region $r_1>r_2$. With $r_1=a$, $r_2=ta$, $dr_2=a\,dt$, and then $a=\sigma_r/(1+t)$, $da=d\sigma_r/(1+t)$ at fixed $t$, it becomes $32\sigma_r^5e^{-2\sigma_r}d\sigma_r\;t^2(1+t)^{-6}dt$. Setting $t=e^{-y}$ turns $dt$ into $t\,dy$, and $t^3/(1+t)^6=(t^{1/2}+t^{-1/2})^{-6}$, so
$$\langle F\rangle=\int_0^\infty32\sigma_r^5e^{-2\sigma_r}d\sigma_r\int_0^\infty w(y)\,F\,dy,\qquad w(y)=\frac1{64\cosh^6(y/2)}=\frac{1-\tfrac34y^2+O(y^4)}{64}.$$
The expansion follows from $\cosh(y/2)=1+y^2/8+\dots$. The integral $\int\sigma_r^ne^{-2\sigma_r}d\sigma_r=n!/2^{n+1}$ gives $32\cdot120/64=60$ for a factor $\sigma_r^0$ in $F$ and $32\cdot720/128=180$ for a factor $\sigma_r^1$. As an application, $V_0=1/a=(1+t)/\sigma_r$ gives $E_1=32\cdot\frac{24}{32}\int_0^1t^2(1+t)^{-5}dt=24\big(\tfrac38-\tfrac7{12}+\tfrac{15}{64}\big)=\tfrac58$, the three terms coming from $t^2=(1+t)^2-2(1+t)+1$.

### Lemma 3 (cusp identity)

Let $h=u/2$. Then $Kh=-V+R$ with $R=\sigma_r(1-\mu)/(2u)$.

*Proof.* With $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$, one has $\nabla_1u=\hat{\mathbf u}$, $\nabla_2u=-\hat{\mathbf u}$ and $\nabla_1^2u=\nabla_2^2u=2/u$. Hence $-\tfrac12\nabla^2h=-\tfrac14(2/u+2/u)=-1/u$. Since $-\nabla\ln\psi_0=(\hat{\mathbf r}_1,\hat{\mathbf r}_2)$, the second part of $K$ gives $R=\tfrac12(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot\hat{\mathbf u}$. The scalar product is $(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot(\mathbf r_1-\mathbf r_2)=r_1-\mu r_2-\mu r_1+r_2=\sigma_r(1-\mu)$. $\square$

*Remark.* The kinetic energy acting on $u/2$ cancels the singular repulsion exactly, which is the electron–electron cusp condition. Because $u^2=(r_1-r_2)^2+2r_1r_2(1-\mu)$, one has $1-\mu\le u^2/(2r_1r_2)$, so $R$ vanishes linearly in $u$ away from the nucleus. It is two powers of $u$ smoother than $V$.

### Lemma 4 (Legendre components)

Let $x=2l+1=2\lambda$ with $l\ge1$, and define
$$Q=\frac{e^{-y}}{x+2}-\frac{e^{y}}{x-2}=-\frac{2x\sinh y+4\cosh y}{x^2-4},\qquad D=1-\cosh y+\tfrac12Q .$$
Then $V_l=t^l/a$, $\;h_l=\tfrac12a\,t^{l+1}Q$ and $R_l=\tfrac12(\sigma_r/a)\,t^lD$.

*Proof.* Since $u^2=a^2(1-2t\mu+t^2)$, the generating function gives $V_l$. By the recurrence, the coefficient of $P_l$ in $\mu\sum_kt^kP_k$ collects from $k=l-1$ and $k=l+1$ and equals $m_l=\frac{l}{2l-1}t^{l-1}+\frac{l+1}{2l+3}t^{l+1}$. Writing $u=u^2\cdot u^{-1}$,
$$u_l=a\big[(1+t^2)t^l-2t\,m_l\big]=a\Big[t^l\Big(1-\frac{2l}{2l-1}\Big)+t^{l+2}\Big(1-\frac{2l+2}{2l+3}\Big)\Big]=a\Big[\frac{t^{l+2}}{2l+3}-\frac{t^l}{2l-1}\Big].$$
With $2l+3=x+2$ and $2l-1=x-2$, taking out $t^{l+1}$ leaves $t/(x+2)-t^{-1}/(x-2)=Q$. The second form of $Q$ follows by putting both terms over $x^2-4$. For $R$, the component is $\tfrac12(\sigma_r/a)(t^l-m_l)$. Here $\frac l{2l-1}=\frac12+\frac1{2(x-2)}$ and $\frac{l+1}{2l+3}=\frac12-\frac1{2(x+2)}$, so $m_l/t^l=\cosh y+\frac{e^y}{2(x-2)}-\frac{e^{-y}}{2(x+2)}=\cosh y-\tfrac12Q$. $\square$

### Lemma 5 (exact decomposition)

For $l\ge1$ and $\chi=g-h$,
$$\Delta E_l=C_l+M_l-N_l,\qquad C_l=\langle V,h\rangle_l,\quad M_l=\langle R,h\rangle_l,\quad N_l=\mathcal B_l(\chi,\chi),$$
and $0\le N_l\le\dfrac{2\langle a^2R_l^2\rangle}{(2l+1)\,l(l+1)}$.

*Proof.* Lemmas 1 to 3, applied to a function $f$ with only an $l$ component, give $\mathcal B_l(g,f)=-\langle V,f\rangle_l$ and $\mathcal B_l(h,f)=-\langle V,f\rangle_l+\langle R,f\rangle_l$. Their difference is $\mathcal B_l(\chi,f)=-\langle R,f\rangle_l$. Now $\Delta E_l=\langle V,h\rangle_l+\langle V,\chi\rangle_l$. The first relation with $f=\chi$, the symmetry of $\mathcal B_l$, and the difference with $f=g$ give $\langle V,\chi\rangle_l=-\mathcal B_l(g,\chi)=\langle R,g\rangle_l=\langle R,h\rangle_l+\langle R,\chi\rangle_l$. The difference with $f=\chi$ gives $\langle R,\chi\rangle_l=-N_l$.

For the bound, write $N_l=2N_l-N_l=-2\langle R,\chi\rangle_l-\mathcal B_l(\chi,\chi)$. Dropping the radial derivatives and using $r_1^{-2}+r_2^{-2}\ge a^{-2}$ gives $\mathcal B_l(\chi,\chi)\ge\langle\kappa\chi_l^2\rangle/(2l+1)$ with $\kappa=l(l+1)/(2a^2)$. At each point $-2R_l\chi_l-\kappa\chi_l^2=R_l^2/\kappa-\kappa(\chi_l+R_l/\kappa)^2\le R_l^2/\kappa$. $\square$

### Proof of (a)

Since $t^{2l+1}=e^{-xy}$, Lemma 4 gives $V_lh_l=\tfrac12e^{-xy}Q$ and $R_lh_l=\tfrac14\sigma_re^{-xy}QD$. Doing the $\sigma_r$ integrals,
$$C_l=\frac{30}{x}\int_0^\infty w\,e^{-xy}Q\,dy,\qquad M_l=\frac{45}{x}\int_0^\infty w\,e^{-xy}QD\,dy .$$
The factor $e^{-xy}$ confines the integrals to $y\sim1/x$, that is, to nearly equal radii. Put $y=z/x$, so that $dy=dz/x$. The functions $w$, $Q$ and $D$ are unchanged under the joint reversal $x\to-x$, $y\to-y$, which leaves $z$ fixed. Their expansions at fixed $z$ therefore contain only even powers of $1/x$:
$$Q=-\frac{2z+4}{x^2}+O(x^{-4}),\qquad D=-\frac{\tfrac12z^2+z+2}{x^2}+O(x^{-4}).$$
Term-by-term integration is allowed, because each Taylor remainder is bounded by a power of $y$ times at most $e^{2y}$, and $\int y^ne^{-(x-2)y}dy=n!/(x-2)^{n+1}$ has the same order as the scaling suggests.

In $C_l$, the constant part of $w$ needs the exact integral
$$\int_0^\infty e^{-xy}Q\,dy=\frac1{(x+1)(x+2)}-\frac1{(x-1)(x-2)}=\frac{-6x}{(x^2-1)(x^2-4)}=-\frac6{x^3}-\frac{30}{x^5}+O(x^{-7}),$$
where the numerator is $(x^2-3x+2)-(x^2+3x+2)$ and the denominator is $x^4(1-5x^{-2}+\dots)$. The $y^2$ part needs $\int y^2e^{-xy}Q\,dy=-x^{-5}\int z^2(2z+4)e^{-z}dz=-(12+8)x^{-5}$, which enters with the factor $-\tfrac34$ as $+15x^{-5}$. Together,
$$C_l=\frac{30}{64x}\Big(-\frac6{x^3}-\frac{15}{x^5}\Big)+O(x^{-8})=-\frac{45}{16x^4}\Big(1+\frac5{2x^2}\Big)+O(x^{-8}).$$
In $M_l$, the product is $(2z+4)(\tfrac12z^2+z+2)=z^3+4z^2+8z+8$, whose integral against $e^{-z}$ is $6+8+8+8=30$. Hence
$$M_l=\frac{45\cdot30}{64\,x^6}+O(x^{-8})=-\frac{45}{16x^4}\Big(-\frac{15}{2x^2}\Big)+O(x^{-8}).$$
In the bound on $N_l$, $a^2R_l^2=\tfrac14\sigma_r^2e^{-(x-1)y}D^2$. The factor $D^2$ is of order $x^{-4}$, the $y$ integral adds $x^{-1}$ and the prefactor adds $x^{-3}$, so $N_l=O(x^{-8})$. The sum is $-\frac{45}{16}x^{-4}(1-5x^{-2})+O(x^{-8})$, and $x=2\lambda$ turns this into (a). $\square$

*Remark (meaning of the power).* The four inverse powers have three sources: one from the angular average of $P_l^2$, one from the width $1/x$ of the region of nearly equal radii, and two from the smallness of $h_l$, which is $V_l$ reduced by a centrifugal energy of order $l^2$. The coefficient $\frac{45}{16}=\tfrac12\cdot6\cdot\frac{60}{64}$ contains the cusp slope $\tfrac12$ and the weight of $\psi_0^2$ at $r_1=r_2$. The sign is negative because $Q<0$.

*Remark (numbers).* Variationally computed increments reach $0.763$ of the leading law at $l=1$, $0.963$ at $l=5$ and $0.997$ at $l=20$. The quantity $\lambda^2(1-\text{ratio})$ is $1.221$ at $l=12$ and $1.239$ at $l=20$, approaching $5/4$ from below. A $\lambda^{-5}$ term would make it grow in proportion to $\lambda$. The proof predicts $C_l/\Delta E_l\approx1+\frac{15}{2x^2}=1+\frac{15}{8\lambda^2}$, which is $1.0170$ at $l=10$ and $1.0045$ at $l=20$, against computed values $1.0169$ and $1.0045$. At $l=1$ the cusp term alone is $2.09$ times the true increment, so low waves are not governed by the cusp.

### Lemma 6 (the tail sum)

For integer $X\ge1$, $S(X)=\sum_{l\ge X}\lambda^{-4}$ obeys
$$\frac1{3X^3}-\frac1{6X^5}<S(X)<\frac1{3X^3},\qquad S(X)=\frac1{3X^3}-\frac1{6X^5}+\frac7{48X^7}+O(X^{-9}).$$

*Proof.* For $\lambda>\tfrac12$ the binomial series converges, and the even orders cancel in the difference:
$$(\lambda-\tfrac12)^{-n}-(\lambda+\tfrac12)^{-n}=2\sum_{k\ \rm odd}\binom{n+k-1}{k}2^{-k}\lambda^{-n-k}.$$
Here $\lambda-\tfrac12=l$ and $\lambda+\tfrac12=l+1$, so the sum of the left side over $l\ge X$ telescopes to $X^{-n}$. For $n=3$, multiplied by $\tfrac13$, the term $k=1$ is $\tfrac23\cdot3\cdot\tfrac12\lambda^{-4}=\lambda^{-4}$ and all others are positive. This gives the upper bound.

For the lower bound let $F(s)=\frac1{3s^3}-\frac1{6s^5}$. Shifting $k\to k+2$ in the remaining $n=3$ terms gives the coefficient $\tfrac23\binom{k+4}2 2^{-k-2}=\tfrac16\binom{k+4}22^{-k}$ for $\lambda^{-5-k}$, and the $n=5$ series contributes $-\tfrac13\binom{k+4}42^{-k}$. Thus
$$\lambda^{-4}-[F(l)-F(l+1)]=\sum_{k\ \rm odd}\frac{2^{-k}}3\Big[\binom{k+4}4-\frac12\binom{k+4}2\Big]\lambda^{-5-k}.$$
The ratio of the two binomials is $(k+1)(k+2)/12$, which equals $\tfrac12$ at $k=1$ and exceeds it for $k\ge3$. The right side is positive, and summing over $l$ gives $S>F(X)$. Its first term, $k=3$, is $\frac1{24}(35-\frac{21}2)\lambda^{-8}=\frac{49}{48}\lambda^{-8}$. The difference formula with $n=7$ shows $\sum\lambda^{-8}=\frac1{7X^7}+O(X^{-9})$, which gives $\frac7{48}X^{-7}$. $\square$

At $X=6$ the explicit sum is $1.52228\times10^{-3}$, between the bounds $1.52178\times10^{-3}$ and $1.54321\times10^{-3}$.

### Proof of (b)

The truncation error is $E_X-E_\infty=-\sum_{l\ge X}\Delta E_l$. The difference formula with $n=5$ gives $\lambda^{-6}=\tfrac15[l^{-5}-(l+1)^{-5}]+O(\lambda^{-8})$. Combining this, (a) and Lemma 6 term by term,
$$-\Delta E_l=T(l)-T(l+1)+O(\lambda^{-8}),\qquad T(s)=\frac{45}{256}\Big[\frac1{3s^3}-\frac1{6s^5}-\frac c{5s^5}\Big]=As^{-3}+Bs^{-5}.$$
The sum over $l\ge X$ telescopes to $T(X)$, and the remainders add up to $O(X^{-7})$. With $c=\tfrac54$, $B=-\frac{45}{256}\cdot\frac5{12}=-\frac{75}{1024}$. $\square$

*Remark.* The half-integer $\lambda$ is the midpoint of the interval from $l$ to $l+1$. The tail is a midpoint-rule sum for $\int_X^\infty s^{-4}ds$, and this is why the index free of an $X^{-4}$ term is $X=L+1$.

*Corollary (explicit correlation).* If the trial function is $h$ plus radially complete waves with $l<X$, the best choice differs from $g$ by $-\sum_{l\ge X}\chi_lP_l$. By Lemma 1 the error is $\sum_{l\ge X}N_l=O(X^{-7})$. One term linear in $r_{12}$ removes the $X^{-3}$ and $X^{-5}$ errors in this model. The statement is an upper bound on the order, and no coefficient is claimed.

## II. Extrapolation and the amplification of noise

The symbols and results carried over are these. $E_X$ is the second-order energy of the helium-like ion with the radially complete partial waves $l=0,\dots,X-1$, $E_\infty=E_2$ is its limit, and $\lambda=l+\tfrac12$. The increments satisfy $-\Delta E_l=T(l)-T(l+1)+O(\lambda^{-8})$ with $T(s)=As^{-3}+Bs^{-5}$, so that $E_X-E_\infty=AX^{-3}+BX^{-5}+r_X$ with $r_X=O(X^{-7})$. The constants are $A=\frac{15}{256}$ hartree $=1.594$ eV and $B=-\frac{45}{256}(\frac16+\frac c5)$ with $c=\frac54$. Throughout, $Y<X$ are positive integers.

### Lemma 7 (the two-point formula)

The model $E_s=E_{\rm ext}+A's^{-3}$, imposed at $s=X$ and $s=Y$, has the unique solution
$$E_{\rm ext}=w_XE_X+w_YE_Y,\qquad w_X=\frac{X^3}{X^3-Y^3},\qquad w_Y=-\frac{Y^3}{X^3-Y^3}.$$
The weights obey $w_X+w_Y=1$, $\;w_XX^{-3}+w_YY^{-3}=0$, $\;w_X=\tfrac12(W+1)$ and $|w_Y|=\tfrac12(W-1)$, and $E_{\rm ext}=E_X+|w_Y|(E_X-E_Y)$.

*Proof.* Multiplying the two equations by $X^3$ and $Y^3$ gives $X^3E_X=X^3E_{\rm ext}+A'$ and $Y^3E_Y=Y^3E_{\rm ext}+A'$. Subtraction removes $A'$ and leaves $(X^3-Y^3)E_{\rm ext}=X^3E_X-Y^3E_Y$, which can be solved because $X\ne Y$. The first two identities follow by adding the fractions. Since $w_X+|w_Y|=W$ and $w_X-|w_Y|=1$, half the sum and half the difference give the expressions in $W$. Substituting $w_X=1+|w_Y|$ and $w_Y=-|w_Y|$ gives the last form. $\square$

*Remark.* The two identities fix the weights. The first says that a constant passes through unchanged, and the second that an $s^{-3}$ term is annihilated whatever its coefficient. The second forces opposite signs, and the first then forces $w_X>1$. The value of $A$ is never needed, only the power and the index. Because $E_X<E_Y$, the last form shows $E_{\rm ext}<E_X$, but $E_{\rm ext}$ is not the value of a variational functional and is not in general a bound on $E_\infty$.

This part has established the $X^{-3}$ error law with its $X^{-5}$ correction for the second-order energy, and has derived the two-point formula and its weights. It remains to prove the bias and noise statements (c) and (d), weigh bias against noise, and apply the results to a worked example.
